# The first-moment sum rule for atomic displacement in anharmonic lattices, part 1

(Sections cited here and not found follow in the second part.)

## Part I. The rule and its derivation

### One atom on a spring

Take an atom of mass \(m\) on a spring of stiffness \(m\omega_0^2\), at rest at \(x=0\). An impulse \(J\) at \(t=0\) gives it the velocity \(J/m\), and it then moves as

\[
x(t)=\frac{J}{m\omega_0}\sin\omega_0t .
\]

The displacement per unit impulse is the response function \(\chi(t)=\sin(\omega_0t)/(m\omega_0)\) for \(t>0\), and zero for \(t<0\). To find its spectrum, write the sine as \((e^{i\omega_0t}-e^{-i\omega_0t})/2i\) and integrate against \(e^{i\omega t-\eta t}\), where \(\eta\to0^+\) makes the integral converge. Since \(\int_0^\infty e^{izt}dt=i/z\) when \(\operatorname{Im}z>0\),

\[
\chi(\omega)=\frac1{2m\omega_0}\left[\frac1{\omega+\omega_0+i\eta}-\frac1{\omega-\omega_0+i\eta}\right].
\]

The imaginary part of \(1/(y+i\eta)\) tends to \(-\pi\delta(y)\), so

\[
\chi''(\omega)=\frac{\pi}{2m\omega_0}\left[\delta(\omega-\omega_0)-\delta(\omega+\omega_0)\right].
\]

Multiply by \(\omega/\pi\) and integrate. Each delta function contributes \(\omega_0/(2m\omega_0)\), the second because its minus sign meets \(\omega=-\omega_0\):

\[
\int_{-\infty}^{\infty}\frac{d\omega}{\pi}\,\omega\chi''(\omega)=\frac1{2m}+\frac1{2m}=\frac1m .
\]

The spring has dropped out. A stiffer spring moves the peak up in frequency and weakens it in the same proportion. The velocity just after the impulse is \(J/m\), before the spring has had time to act, and the first moment records that velocity. This suggests that a complicated potential should drop out as well.

### The general setting

Let the Hamiltonian be

\[
H=\sum_a\frac{p_a^2}{2m_a}+V(x_1,x_2,\ldots),\qquad [x_a,p_b]=i\hbar\delta_{ab}.
\]

The index \(a\) labels one Cartesian coordinate of one atom. The function \(V\) is real, depends on positions alone, and confines the atoms. It need not be close to a quadratic form. There is no magnetic field.

The state before the force is applied is stationary. It has populations \(P_n\) in real energy eigenfunctions \(|n\rangle\) of energy \(E_n\); a real \(V\) allows the eigenfunctions to be chosen real. Thermal equilibrium is the case \(P_n\propto e^{-E_n/kT}\). Sums over levels are written for a discrete spectrum, and become integrals in an infinite crystal.

### From a force to a commutator

A weak force \(F_b(t)\) on coordinate \(b\) adds \(-F_b(t)x_b\) to \(H\). In the interaction picture the evolution operator is, to first order,

\[
U=1+\frac i\hbar\int_{-\infty}^{t}dt'\,F_b(t')x_b(t').
\]

The mean of \(x_a\) becomes \(\langle U^\dagger x_a(t)U\rangle\). Its first-order part has the form \(i[x_a,A]\), where \(U=1+iA\), so

\[
\delta\langle x_a(t)\rangle=\frac i\hbar\int_{-\infty}^{t}dt'\,F_b(t')\langle[x_a(t),x_b(t')]\rangle .
\]

In a stationary state the commutator depends on \(t-t'\). The response function and its transform are therefore

\[
\chi_{ab}(t)=\frac i\hbar\theta(t)C_{ab}(t),\qquad C_{ab}(t)=\langle[x_a(t),x_b(0)]\rangle,
\]

\[
\chi_{ab}(\omega)=\int_{-\infty}^{\infty}dt\,e^{i\omega t-\eta t}\chi_{ab}(t).
\]

### The imaginary part in terms of levels

Put \(\omega_{mn}=(E_m-E_n)/\hbar\), where the subscripts on \(\omega\) are level labels, and \(x^a_{nm}=\langle n|x_a|m\rangle\). Inserting a complete set of states between the two operators gives

\[
C_{ab}(t)=\sum_{nm}P_n\left(x^a_{nm}x^b_{mn}e^{-i\omega_{mn}t}-x^b_{nm}x^a_{mn}e^{i\omega_{mn}t}\right).
\]

Exchange the names \(n\) and \(m\) in the second term. Its exponent becomes \(-i\omega_{mn}t\), because \(\omega_{nm}=-\omega_{mn}\), and the two terms combine:

\[
C_{ab}(t)=\sum_{nm}(P_n-P_m)x^a_{nm}x^b_{mn}e^{-i\omega_{mn}t}.
\]

The time integral from zero to infinity then yields

\[
\chi_{ab}(\omega)=\frac1\hbar\sum_{nm}\frac{(P_n-P_m)x^a_{nm}x^b_{mn}}{\omega_{mn}-\omega-i\eta}.
\]

The products of matrix elements are real because the eigenfunctions are real. The imaginary part of \(1/(y-i\eta)\) is \(\pi\delta(y)\), and hence

\[
\chi''_{ab}(\omega)=\frac\pi\hbar\sum_{nm}(P_n-P_m)x^a_{nm}x^b_{mn}\,\delta(\omega-\omega_{mn}).
\]

Exchanging \(n\) and \(m\) here shows that \(\chi''_{ab}(-\omega)=-\chi''_{ab}(\omega)\). Multiplying by \(e^{-i\omega t}\) and integrating gives back the commutator:

\[
C_{ab}(t)=\frac\hbar\pi\int_{-\infty}^{\infty}d\omega\,e^{-i\omega t}\chi''_{ab}(\omega).
\]

### The first moment

Differentiate the last equation once and set \(t=0\). Each exponential supplies a factor \(-i\omega\):

\[
\dot C_{ab}(0)=-\frac{i\hbar}\pi\int d\omega\,\omega\chi''_{ab}(\omega).
\]

Multiplication by \(i/\hbar\) isolates the moment:

\[
\int\frac{d\omega}{\pi}\,\omega\chi''_{ab}(\omega)=\frac i\hbar\langle[\dot x_a,x_b]\rangle .
\]

The velocity follows from Heisenberg's equation, \(\dot x_a=(i/\hbar)[H,x_a]\). The potential commutes with \(x_a\). For the kinetic energy,

\[
[p_a^2,x_a]=p_a[p_a,x_a]+[p_a,x_a]p_a=-2i\hbar p_a,
\]

so \(\dot x_a=p_a/m_a\) and \([\dot x_a,x_b]=-i\hbar\delta_{ab}/m_a\). This is a number, whose average is the same in every normalized state. Therefore

\[
\boxed{\int_{-\infty}^{\infty}\frac{d\omega}\pi\,\omega\chi''_{ab}(\omega)=\frac{\delta_{ab}}{m_a}}
\]

Because \(\omega\chi''_{ab}\) is even, the left side equals \((2/\pi)\int_0^\infty\omega\chi''_{ab}\,d\omega\). With energy \(w=\hbar\omega\) as the variable, \(\omega\,d\omega=w\,dw/\hbar^2\), and the right side becomes \(\hbar^2\delta_{ab}/m_a\).

For \(a\ne b\) the moment vanishes although the two atoms may be strongly coupled. The cross response has positive and negative parts, which cancel when weighted by frequency. An impulse on one atom gives its neighbour no velocity at the first instant.

### Convergence, and a finite window

The derivative was taken under the integral, which is allowed if the sum for the moment converges absolutely. The matrix elements of the velocity \(v_a=\dot x_a\) are \(-i\omega_{mn}x^a_{nm}\), so the Cauchy–Schwarz inequality gives

\[
\sum_{nm}P_n|\omega_{mn}x^a_{nm}x^b_{mn}|\le\sqrt{\langle v_a^2\rangle\langle x_b^2\rangle}.
\]

The part with \(P_m\) is bounded in the same way, with \(a\) and \(b\) exchanged. Finite mean squares of position and velocity are therefore sufficient.

A measurement covers a finite range \(|\omega|<\omega_c\). For \(a=b\) it collects

\[
\frac1\hbar\sum_{|\omega_{mn}|<\omega_c}(P_n-P_m)\,\omega_{mn}|x^a_{nm}|^2 .
\]

In thermal equilibrium the higher level has the smaller population, so \(P_n-P_m\) and \(\omega_{mn}\) have the same sign and no term is negative. The partial integral rises with \(\omega_c\) towards \(1/m_a\) and cannot pass it. With inverted populations some terms are negative, and a partial integral may overshoot, though the full one has the same value.

### An impulse of any size

The rule concerns linear response, but the mechanical fact behind it is not limited to weak forces. A sudden impulse \(J\) on coordinate \(b\) multiplies the wave function by \(e^{iJx_b/\hbar}\). Since \(p_b=-i\hbar\,\partial/\partial x_b\), the derivative of this phase factor adds \(J\):

\[
e^{-iJx_b/\hbar}\,p_b\,e^{iJx_b/\hbar}=p_b+J .
\]

Positions are unchanged at that instant, and so is the potential energy. The mean velocity of atom \(b\) rises by \(J/m_b\), whatever \(V\) is.

A double well shows this far from the harmonic case. In units with \(\hbar=m=1\), take

\[
H=\frac{p^2}2+\frac{(x^2-4)^2}4 ,
\]

with minima at \(x=\pm2\) and a barrier of height 4. I diagonalized \(H\) in 120 harmonic-oscillator functions and summed the first moment over levels. The result is 1.000000 at \(kT=0.2\), at \(kT=2\), and for arbitrary unequal populations of the lowest twenty levels. An impulse of 0.7 applied to the thermal state at \(kT=2\) gives a mean velocity of 0.70000.

The same well shows what truncation costs. Its two lowest levels are separated by the tunnel splitting 0.00972. A model that keeps this doublet alone, with the lower level occupied, has the first moment \(2(E_1-E_0)|x_{01}|^2=0.066\). The other 93 per cent belongs to transitions from the ground level to levels above the doublet. A two-level model may describe slow tunnelling well and still miss most of the first moment, because each transition is weighted by its energy. Here \(|x_{01}|^2\) is large, about 3.4, but it is multiplied by the very small tunnel splitting.

### Where the potential first enters

Define the moments \(M^{(k)}_{ab}=\int(d\omega/\pi)\,\omega^k\chi''_{ab}\). The third one follows from the third derivative of \(C_{ab}\), provided the integral converges. Since \((-i)^3=i\),

\[
\dddot C_{ab}(0)=i\hbar M^{(3)}_{ab}.
\]

To evaluate the left side, begin with \(\ddot C_{ab}(t)=\langle[\ddot x_a(t),x_b(0)]\rangle\). Stationarity lets both times be shifted by \(-t\), which gives \(\langle[\ddot x_a(0),x_b(-t)]\rangle\). One more derivative brings a minus sign:

\[
\dddot C_{ab}(0)=-\langle[\ddot x_a,\dot x_b]\rangle .
\]

Now \(\ddot x_a=-\partial_aV/m_a\) and \(\dot x_b=p_b/m_b\). With \([\partial_aV,p_b]=i\hbar\,\partial_a\partial_bV\),

\[
\dddot C_{ab}(0)=\frac{i\hbar\langle\partial_a\partial_bV\rangle}{m_am_b},
\qquad
M^{(3)}_{ab}=\frac{\langle\partial_a\partial_bV\rangle}{m_am_b}.
\]

The third moment measures the curvature of the potential averaged over the state. In a harmonic lattice the curvature is constant. In an anharmonic one it generally depends on temperature.

The order in which things happen after an impulse is now visible. For \(t>0\), the odd symmetry of \(\chi''\) turns the inverse transform into

\[
\chi_{ab}(t)=\int\frac{d\omega}\pi\,\chi''_{ab}(\omega)\sin\omega t=M^{(1)}_{ab}t-\frac{M^{(3)}_{ab}}6t^3+\cdots .
\]

The linear term is free flight. The cubic term is the first effect of the forces.

The same two moments govern high frequencies. The level sum for \(\chi_{ab}(\omega)\) can be written as

\[
\chi_{ab}(\omega)=\int\frac{d\omega'}\pi\frac{\chi''_{ab}(\omega')}{\omega'-\omega-i\eta}.
\]

At frequencies far above those that carry the weight, expand the denominator in powers of \(\omega'/\omega\). An anharmonic spectrum has no sharp upper edge, so the series is asymptotic; it is safe for large \(\omega\) away from the real axis, and only as far as the moments exist. The even moments vanish by symmetry, leaving

\[
\chi_{ab}(\omega)=-\frac{M^{(1)}_{ab}}{\omega^2}-\frac{M^{(3)}_{ab}}{\omega^4}-\cdots .
\]

For \(a=b\) the leading term is \(-1/(m_a\omega^2)\), the response of a free atom. A force that oscillates fast enough reverses before the restoring forces matter.

## Part II. Phonons, line shapes and two germanium atoms

### Symbols and results carried over

The function \(\chi''_{ab}(\omega)\) is the imaginary part of the displacement of coordinate \(a\) per unit force on coordinate \(b\). It is odd in frequency. In a stationary state, with kinetic energy \(\sum_ap_a^2/2m_a\) and a potential that depends on positions alone, its moments \(M^{(k)}_{ab}=\int(d\omega/\pi)\,\omega^k\chi''_{ab}\) obey

\[
M^{(1)}_{ab}=\frac{\delta_{ab}}{m_a},\qquad
M^{(3)}_{ab}=\frac{\langle\partial_a\partial_bV\rangle}{m_am_b}.
\]

The level energies are \(E_n\), the populations \(P_n\), and \(\omega_{mn}=(E_m-E_n)/\hbar\). With \(w=\hbar\omega\) as the variable, the first moment is \(\hbar^2\delta_{ab}/m_a\).

### Phonon coordinates

Lattice dynamics uses mass-weighted normal coordinates \(Q_\lambda=\sum_ae_{\lambda a}\sqrt{m_a}\,x_a\), with real orthonormal vectors \(e_\lambda\). The response of \(Q_\lambda\) to the force conjugate to \(Q_{\lambda'}\) is the corresponding combination of the \(\chi_{ab}\). Its first moment is

\[
\sum_{ab}e_{\lambda a}e_{\lambda'b}\sqrt{m_am_b}\,\frac{\delta_{ab}}{m_a}
=\sum_ae_{\lambda a}e_{\lambda'a}=\delta_{\lambda\lambda'} .
\]

Each phonon coordinate has first moment one. Anharmonicity may shift, broaden or split its spectrum, and may mix it with other modes, but the first-moment area is unchanged.

For a single mode, neglecting mixing, define the self-energy \(\Sigma\) by \(\chi_{QQ}=1/[\omega_\lambda^2-\omega^2-\Sigma(\omega)]\), where \(\omega_\lambda\) is the harmonic frequency. Inverting the high-frequency series \(\chi_{QQ}=-1/\omega^2-M^{(3)}_{QQ}/\omega^4-\cdots\) gives \(1/\chi_{QQ}=-\omega^2+M^{(3)}_{QQ}+\cdots\). Hence \(\Sigma\) tends to the constant \(\omega_\lambda^2-M^{(3)}_{QQ}\) when these moments exist.

We have shown that the first moment of the displacement response is fixed by the masses alone, that the potential first enters in the third moment, and that each mass-weighted phonon coordinate has first moment one. It remains to apply the rule to line shapes, to distinguish it from equipartition, to test it on a model of two germanium atoms, and to see which masses and coordinates it applies to.

Numbers in the example were calculated in double precision.
